# Why singles-and-doubles correlation energy fails to scale for noninteracting hydrogen molecules

Ten hydrogen molecules, so far apart that they do not interact, have a correlation energy of $-0.186294$ hartree when configuration interaction with single and double excitations (CISD) treats them as one system, in the minimal STO-3G basis at a bond length of 1.4 bohr. The same method applied to one molecule gives $-0.020562$ hartree, and ten times that is $-0.20562$ hartree. Pulling apart molecules that are already apart thus appears to release $0.0193$ hartree, or 51 kJ/mol. The true value is zero.

This false energy follows from a closed formula, derived below in two ways. The formula also shows in what sense the CISD correlation energy grows as the square root of the number of molecules $N$: this is its limit for large $N$, while for small $N$ the growth is nearly linear.

## The model and its conventions

Each molecule has two real spatial orbitals, the bonding orbital 1, even under inversion through the molecule's centre, and the antibonding orbital 2, which is odd. The nuclei are fixed, and all energies are electronic. With $h_{pq}$ the one-electron integrals, the two-electron integrals are

$$(pq|rs)=\iint \frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\,\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' ,$$

in atomic units, with $J_{pq}=(pp|qq)$ and $K=(12|12)$. The integral $K$ is positive because it is the electrostatic self-energy of the charge distribution $\phi_1\phi_2$.

The reference $|0\rangle$ is the closed-shell Hartree-Fock determinant, with two electrons in orbital 1 of every molecule. Correlation energies are measured from its energy $E_0$. The determinant $|D_A\rangle$ has both electrons of molecule $A$ promoted to orbital 2. In $|D_{AB}\rangle$ this has happened on both $A$ and $B$, so four electrons are promoted.

At infinite separation the Hamiltonian is a sum, $H=\sum_A H_A$. Each $H_A$ conserves the number of electrons on $A$, their spin and their parity under inversion of $A$.

Two matrix elements are needed. Promoting a pair replaces $2h_{11}+J_{11}$ by $2h_{22}+J_{22}$, while the nuclear repulsion stays the same. The cost is called $2\Delta$:

$$2\Delta=2(h_{22}-h_{11})+J_{22}-J_{11}. \tag{1}$$

The determinants $|0\rangle$ and $|D_A\rangle$ differ in two spin orbitals, so only the electron repulsion connects them. Its direct term is $(12|12)=K$; its exchange term vanishes because the two electrons have opposite spins. Hence $\langle D_A|H|0\rangle=K$.

Now let $H$ act on the reference. On one molecule, two electrons of opposite spin with even parity can form two determinants: both electrons in orbital 1 or both in orbital 2. Determinants with one electron in each orbital are odd. Therefore

$$(H-E_0)|0\rangle=K\sum_A|D_A\rangle, \tag{2}$$

$$(H-E_0)|D_A\rangle=2\Delta|D_A\rangle+K|0\rangle+K\sum_{B\ne A}|D_{AB}\rangle. \tag{3}$$

CISD discards the last sum in (3), because it contains quadruple excitations. What remains is closed: $|0\rangle$ and the $N$ determinants $|D_A\rangle$ couple to nothing else in the CISD space. Single excitations, simultaneous singles on two molecules and charge-transfer determinants are all present in that space, but they form separate blocks.

## First derivation: diagonalizing the matrix

The matrix of $H-E_0$ in the space of $|0\rangle$ and the $|D_A\rangle$ has zero in the reference position, $2\Delta$ in the other $N$ diagonal positions, and $K$ between the reference and each double. Take a combination $\sum_A a_A|D_A\rangle$. Its coupling to the reference is $K\sum_A a_A$. The $N-1$ independent combinations with $\sum_A a_A=0$ are therefore decoupled and have energy $2\Delta$. The remaining one is the normalized symmetric sum

$$|S\rangle=\frac{1}{\sqrt N}\sum_A|D_A\rangle,\qquad \langle S|H|0\rangle=\frac{1}{\sqrt N}\,NK=\sqrt N\,K .$$

The square root of $N$ enters here: $N$ equal couplings add up to $NK$, and normalization divides by $\sqrt N$. The problem is reduced to

$$\begin{pmatrix}0&\sqrt N K\\ \sqrt N K&2\Delta\end{pmatrix}\begin{pmatrix}c_0\\ c_S\end{pmatrix}=E\begin{pmatrix}c_0\\ c_S\end{pmatrix}.$$

The determinant condition is $(-E)(2\Delta-E)-NK^2=0$, or

$$E^2-2\Delta E-NK^2=0. \tag{4}$$

Its lower root is the CISD correlation energy:

$$\boxed{E(N)=\Delta-\sqrt{\Delta^2+NK^2}} \tag{5}$$

For one molecule there is no quadruple excitation to discard, so $e_1=E(1)$ is the exact correlation energy within this basis. Because the Hamiltonian is additive, the exact energy of $N$ molecules in the basis is $Ne_1$.

The eigenvector gives the weight of the reference. Write $R=\sqrt{\Delta^2+NK^2}$, so that $E=-(R-\Delta)$ and $NK^2=(R-\Delta)(R+\Delta)$. The first row of the matrix equation gives $c_S/c_0=E/(\sqrt N K)$. With $c_0^2+c_S^2=1$,

$$c_0^2=\frac{1}{1+E^2/(NK^2)}=\frac{1}{1+\dfrac{R-\Delta}{R+\Delta}}=\frac{R+\Delta}{2R}=\frac12\left(1+\frac{\Delta}{R}\right). \tag{6}$$

## Second derivation: closing the exact equations

The second route starts from the exact wave function and asks what CISD removes. Scale the state so that the reference has coefficient one:

$$|\Psi\rangle=|0\rangle+\sum_A c_A|D_A\rangle+\sum_{A<B}c_{AB}|D_{AB}\rangle+\dots$$

Project $(H-E_0-E)|\Psi\rangle=0$ on the reference, and then on $|D_A\rangle$, using (2), (3) and the fact that $H$ also connects $|D_{AB}\rangle$ to $|D_A\rangle$ with strength $K$:

$$E=K\sum_A c_A, \tag{7}$$

$$K+2\Delta\,c_A+K\sum_{B\ne A}c_{AB}=E\,c_A. \tag{8}$$

Both equations are exact in the basis, but they are not closed, since $c_{AB}$ is unknown. Additivity supplies it. The exact ground state is a product of one-molecule states, so $c_{AB}=c_Ac_B$. With equal molecules, $c_A=c$ and $E=NKc$, and (8) becomes

$$K+2\Delta c+(N-1)Kc^2=NKc^2\quad\Longrightarrow\quad K+2\Delta c=Kc^2. \tag{9}$$

The number $N$ has dropped out. The energy per molecule $e=Kc$ obeys $e^2-2\Delta e-K^2=0$, as follows on multiplying (9) by $K$, and this is the one-molecule equation. On the right of (8), $Ec_A$ contains the correlation energy of all the other molecules. The quadruple term on the left cancels that part.

CISD closes the equations by setting $c_{AB}=0$. The cancelling term is lost, and (8) gives

$$c_A=\frac{K}{E-2\Delta}=-\frac{K}{2\Delta+|E|}. \tag{10}$$

Inserting this in (7) gives $E(E-2\Delta)=NK^2$, which is (4). The root that goes to zero when $K\to0$ is (5).

Equation (10) shows the mechanism. To correlate its electrons, a molecule promotes a pair at a cost of $2\Delta$. For a single molecule the denominator of (10) is $2\Delta+|e_1|$, which is exact in the basis. In CISD on many molecules, no other molecule may be correlated while that pair is promoted, and the denominator contains the correlation energy $|E|$ of the whole system instead of $|e_1|$. The excess $|E|-|e_1|$ is the penalty, and it grows with the number of distant molecules.

## Numbers for the ten molecules

The example is H$_2$ in the STO-3G basis at a bond length of 1.4 bohr. From (1),

$$2\Delta=2(-0.475602+1.252797)+0.697495-0.674594=1.57729\ \text{hartree},$$

so $\Delta=0.788645$ hartree, while $K=0.181258$ hartree. For $N=10$,

$$E(10)=0.788645-\sqrt{0.621961+10\times0.0328545}=0.788645-0.974939=-0.18629\ \text{hartree}.$$

This is 90.6 % of the exact energy in the basis. By (10), the amplitude of a promoted pair is $-0.181258/(1.577291+0.186294)=-0.1028$. For a single molecule it is $-0.181258/(1.577291+0.020562)=-0.1134$. The nine distant molecules have weakened the correlation in the tenth.

An ordinary CISD calculation on real H$_2$ molecules placed 200 bohr apart, in the same basis, tests the idealization. It gives $-0.079329$ hartree for four molecules and $-0.116389$ hartree for six, in agreement with (5) to all printed digits.

The attribution to missing simultaneous excitations can be tested by restoring them in steps. For six molecules, allowing one promoted pair at a time leaves the energy 6.98 millihartree above the exact value. Allowing two at a time leaves 0.18 millihartree, and three leaves 0.002 millihartree. With all six allowed the error vanishes. Quadruple excitations thus remove about 97 % of the CISD error in this case.

## From linear growth to the square root

The scale that separates the two regimes is $N^*=\Delta^2/K^2$, here 18.9. For $N<N^*$ the square root in (5) can be expanded in powers of $NK^2/\Delta^2$:

$$E(N)=-\frac{NK^2}{2\Delta}+\frac{N^2K^4}{8\Delta^3}-\frac{N^3K^6}{16\Delta^5}+\dots \tag{11}$$

The leading term is proportional to $N$, as it should be. The failure begins with the second term. For $N\gg N^*$, factor out $K\sqrt N$ instead:

$$E(N)=\Delta-K\sqrt N\sqrt{1+\frac{N^*}{N}}=-K\sqrt N+\Delta-\frac{\Delta^2}{2K\sqrt N}+\dots \tag{12}$$

This is the square-root law. The correlation energy per molecule goes to zero as $-K/\sqrt N$, whereas the exact value stays at $e_1$.

The approach to the law is slow because the first correction is the constant $\Delta$. For $N=2000$ the leading term is $-8.11$ hartree. Adding $\Delta=0.79$ and $-\Delta^2/(2K\sqrt N)=-0.04$ gives $-7.36$ hartree, which agrees with the diagonalized value to these digits.

A local exponent describes the range between the limits. Treat $N$ as continuous; then $dE/dN=-K^2/(2R)$, and

$$\frac{d\ln|E|}{d\ln N}=\frac{N}{R-\Delta}\,\frac{K^2}{2R}=\frac{(R-\Delta)(R+\Delta)}{2R(R-\Delta)}=\frac12\left(1+\frac{\Delta}{R}\right). \tag{13}$$

This is the reference weight (6). The exponent is 0.99 for one molecule, 0.90 for ten and 0.57 for a thousand. As the exponent falls towards one half, the state becomes an equal mixture of the reference and the symmetric sum $|S\rangle$. In that limit, on average, half a pair is promoted in the whole system, however many molecules it contains.

## Reaction energies

Consider the formal reaction $(\mathrm H_2)_N\to N\,\mathrm H_2$, in which the left side is the set of distant molecules computed as one system and each product molecule is computed alone. The Hartree-Fock energy is additive here and cancels. The true reaction energy is zero, and CISD gives

$$\delta(N)=Ne_1-E(N)=-\frac{N(N-1)K^4}{8\Delta^3}+\frac{N(N^2-1)K^6}{16\Delta^5}-\dots, \tag{14}$$

where (11) has been used for both terms and the linear parts cancel. The error starts at two molecules and at first grows with the number of pairs of molecules. The square-root regime is not needed for reaction energies to be spoiled.

For $N=2$ the first term of (14) is $-0.00055$ hartree, and the value from (5) is $-0.00051$ hartree. The ratio of the second term to the first is $-(N+1)/(2N^*)=-0.079$, slightly larger in size than the actual relative difference of about $-0.074$; the later terms of the series, taken together, have the opposite sign and make up the rest. In kJ/mol the false energies are $-1.3$ for two molecules, $-7.7$ for four, $-51$ for ten and $-2279$ for a hundred.

The sign is the same for every splitting in this model. The function $|E(N)|=R-\Delta$ vanishes at $N=0$, and its slope $K^2/(2R)$ decreases as $N$ grows, so it is strictly concave. A strictly concave function that starts at zero satisfies $|E(a)|>\frac{a}{a+b}|E(a+b)|$ for positive $a$ and $b$, and likewise with $a$ and $b$ exchanged. Adding the two inequalities gives

$$E(a)+E(b)<E(a+b). \tag{15}$$

Smaller systems are falsely favoured. Splitting ten molecules into two groups of five gives $-26$ kJ/mol, for example.

One remedy is to compute both sides as a single system of the same total size, with distant fragments. For the formal reaction above the error then cancels, since both sides are the same calculation. It does not cancel in general when a molecule changes. To see this, let the molecules differ, with constants $K_A$ and $\Delta_A$. Equations (7) and (10) become

$$E=\sum_A\frac{K_A^2}{E-2\Delta_A}. \tag{16}$$

Change $K_B^2$ of one molecule slightly and differentiate, keeping everything else fixed:

$$\frac{dE}{d(K_B^2)}\left[1+\sum_A\frac{K_A^2}{(E-2\Delta_A)^2}\right]=\frac{1}{E-2\Delta_B}.$$

Now evaluate this at equal molecules. The bracket is $1+\sum_Ac_A^2=1/c_0^2$, and $2\Delta-E=R+\Delta$, so with (6)

$$\frac{dE}{d(K_B^2)}=-\frac{R+\Delta}{2R}\,\frac{1}{R+\Delta}=-\frac{1}{2R}. \tag{17}$$

Since $R=\Delta+|E|$, its value is 0.8092 hartree for one molecule, 0.9749 for ten and 1.9767 for a hundred. The response of the correlation energy to a small change of $K$ in one molecule is therefore reduced to 83 % of its isolated value by nine spectators, and to 41 % by ninety-nine. The response to a small change of $\Delta$ in one molecule is damped by a different factor, to 75 % for ten molecules. Stretching one bond from 1.35 to 1.45 bohr, which changes both constants, alters the CISD correlation energy by 77 % of its isolated value when nine spectators are present. Equal size on both sides removes the false energy of separation, but the change in correlation energy is still in error. It is damped when the contributions of $K$ and $\Delta$ have the same sign; when they oppose each other, the unequal factors can make the net change larger than in isolation.

## Where the result stops being the CISD ground state

Both roots of (4) contain the reference, and formula (5) gives the lower of them. Whether it is also the lowest root of the whole CISD matrix depends on the other blocks. One of them contains two molecules each excited to its triplet state, with one promoted electron apiece. A triplet lies above the reference by

$$h_{22}-h_{11}+J_{12}-K-J_{11},$$

which is 0.585 hartree at 1.4 bohr. The pair costs twice that and does not compete. Diagonalizing the complete CISD matrix for one, two and three molecules, at bond lengths of 1.4 and 2.0 bohr, gave (5) as the lowest root each time.

At 6.0 bohr the order can be different. For two molecules the root (5) lies at $-0.414$ hartree, and the pair of triplets at $-0.576$ hartree. The closed-shell reference describes a nearly broken bond so badly that two triplets, with one electron near each nucleus, are better. Formula (5) is still a root there, but for two and for three molecules the lowest CISD energy belongs to another state. The pair of triplets stays at $-0.576$ hartree whatever the number of molecules, while (5) keeps falling with $N$: for four molecules it lies at $-0.592$ hartree and is again the lowest root.

## What the larger basis changes

The two-orbital model gives H$_2$ too little correlation energy. In the cc-pVDZ basis, with the bond length held at 1.4 bohr, one molecule has $-0.034689$ hartree instead of $-0.020562$. Four distant molecules in one CISD calculation have $-0.132413$ hartree, so the false energy is $4(-0.034689)+0.132413=-0.00634$ hartree, or $-17$ kJ/mol, against $-7.7$ kJ/mol in the minimal basis. The error keeps its sign and roughly doubles. For a reaction energy wanted to about 4 kJ/mol, either value is too large. The cc-pVDZ figures are not converged with respect to the basis: in cc-pVTZ and cc-pVQZ one molecule has $-0.0394$ and $-0.0403$ hartree, and the false energy for four molecules is $-19.9$ and $-20.4$ kJ/mol, about 3 to 4 kJ/mol larger in size. All these figures leave out nuclear motion and the weak forces between molecules at ordinary distances.

## What each derivation assumes

Both derivations need the additive Hamiltonian, the inversion symmetry that removes the single excitations, and one promoted pair state per molecule. They differ in the rest.

The diagonalization uses the equality of the molecules from the start, since the symmetric sum isolates the coupled state only if all $K$ and all $\Delta$ are equal. With equal $\Delta$ but different $K_A$, the sum weighted by $K_A$ does the same, and $NK^2$ is replaced by $\sum_A K_A^2$. In return it yields the whole spectrum of the block, including the $N-1$ states at $2\Delta$, and it delivers the weight of the reference directly. It does not need the exact wave function, and by itself it does not show which missing term causes the error.

The projected equations assume that the reference coefficient is not zero, so that it can be scaled to one. The $N-1$ decoupled states are thereby lost, and the root still has to be chosen, here by following it to $K=0$. The molecules need not be equal, as (16) shows. The product form of the exact state is used to identify the error, not to obtain (5). Comparing the two closures, $c_{AB}=c_Ac_B$ and $c_{AB}=0$, locates the fault in the omitted product of independent pair excitations. The numerical output below gives the values for further $N$.

## Values computed for the example and the checks

```
H2, STO-3G, bond length 1.4 bohr; energies in hartree (Eh)
h11 = -1.252797 Eh, h22 = -0.475602 Eh
J11 = 0.674594 Eh, J22 = 0.697495 Eh
J12 = 0.663564 Eh, K = 0.181258 Eh
orbital energies = -0.578203, 0.670268 Eh
Hartree-Fock energy of one molecule = -1.116714 Eh
2*Delta = 1.577291 Eh, Delta = 0.788645 Eh
crossover number Delta^2/K^2 = 18.93
exact correlation energy per molecule e1 = -0.020562 Eh
triplet energy above the reference = 0.584907 Eh
N | E_CISD/Eh | N*e1/Eh | recovered/% | exponent | false energy/(kJ/mol)
   1 | -0.020562 | -0.020562 | 100.00 | 0.9873 | 0.00
   2 | -0.040614 | -0.041123 | 98.76 | 0.9755 | -1.34
   4 | -0.079329 | -0.082246 | 96.45 | 0.9543 | -7.66
   6 | -0.116389 | -0.123370 | 94.34 | 0.9357 | -18.33
  10 | -0.186294 | -0.205616 | 90.60 | 0.9045 | -50.73
  20 | -0.342306 | -0.411232 | 83.24 | 0.8487 | -180.97
 100 | -1.188070 | -2.056162 | 57.78 | 0.6995 | -2279.17
1000 | -4.997233 | -20.561619 | 24.30 | 0.5682 | -40864.29
CISD on real molecules 200 bohr apart, STO-3G:
  N = 1: correlation energy = -0.020562 Eh
  N = 2: correlation energy = -0.040614 Eh
  N = 4: correlation energy = -0.079329 Eh
  N = 6: correlation energy = -0.116389 Eh
N = 2000: E_CISD = -7.35573 Eh, -K*sqrt(N) = -8.10610 Eh
N = 400: log slope = 0.60629, reference weight = 0.60629
N = 2 false energy = -0.000510 Eh
N = 2 weak-coupling estimate = -0.000550 Eh
splitting 10 -> 5 + 5: -0.009812 Eh = -25.76 kJ/mol
N = 6, energy above exact when p molecules may be excited at once:
  p = 1: 6980.218 microhartree
  p = 2: 184.231 microhartree
  p = 3: 2.403 microhartree
  p = 4: 0.016 microhartree
  p = 5: 0.000 microhartree
  p = 6: 0.000 microhartree
bond 6.0 bohr, N = 2: root with reference = -0.414129 Eh
bond 6.0 bohr, N = 2: pair of triplets = -0.575951 Eh
cc-pVDZ correlation energy, N = 1: -0.034689 Eh
cc-pVDZ CISD correlation energy, N = 4: -0.132413 Eh
false energy, N = 4, cc-pVDZ: -16.66 kJ/mol
false energy, N = 4, STO-3G: -7.66 kJ/mol
```
